# The `sampling` option: Monte Carlo, antithetic pairs and thermal lines

A thermal-line run can return an error bar of exactly zero and still be wrong. For the RHF/6-31G orbital gap of CO2 computed below, every pair of thermal-line points gives the same number, and that number misses the vibrational average by 59 meV out of 516 meV. Antithetic pairing of Gaussian draws can also raise the error, as it does for the same gap. Comparing variances does not settle the choice, because thermal lines can be biased once the observable has terms quartic in a single mode. The quantity to compare is the mean squared error (MSE) at equal cost.

## What the option computes

Hartree atomic units are used. The nuclei move in a harmonic potential with $N$ modes of frequency $\omega_i$ and mass-weighted coordinates $q_i$. The observable $F$ is a function of the nuclear positions, and each evaluation costs one electronic-structure run.

For one mode, $q=(\hat a+\hat a^\dagger)/\sqrt{2\omega}$. Put $\lambda=i\kappa/\sqrt{2\omega}$. Since $[\lambda \hat a^\dagger,\lambda \hat a]=-\lambda^2$ is a number, $e^{i\kappa q}=e^{\lambda \hat a^\dagger}e^{\lambda \hat a}e^{\lambda^2/2}$. The populations are $p_n=(1-z)z^n$ with $z=e^{-\omega/kT}$, and differentiating the geometric series $m$ times gives $\langle \hat a^{\dagger m}\hat a^m\rangle=\sum_n p_n\, n!/(n-m)!=m!\,\bar n^m$ with $\bar n=z/(1-z)$. Terms with unequal powers have no diagonal element, so

$$\langle e^{i\kappa q}\rangle=e^{\lambda^2/2}\sum_m\frac{\lambda^{2m}\bar n^m}{m!}=e^{-\kappa^2\sigma^2/2},\qquad \sigma^2=\frac{\bar n+\tfrac12}{\omega}=\frac{1}{2\omega}\coth\frac{\omega}{2kT}.$$

This is the characteristic function of a Gaussian, so $x_i=q_i/\sigma_i$ are independent standard normal variables. The option estimates $\langle F\rangle$ over them with $M$ evaluations (`nconf`):

- `mc`: $M$ Gaussian draws $x$.
- `ap`: $M/2$ Gaussian draws, each evaluated at $x$ and $-x$.
- `tl`: $M$ vectors $s$ of independent random signs $s_i=\pm1$, drawn with replacement. These are the thermal-line points $q_i=s_i\sigma_i$.
- `tl2`: $M/2$ sign vectors, each evaluated at $s$ and $-s$.

## Error at fixed cost

Split $F=F_e+F_o$ with $F_{e,o}(x)=[F(x)\pm F(-x)]/2$. Both sampling distributions are unchanged by $x\to-x$, so odd functions average to zero; this covers $F_o$ and $F_eF_o$, and the variance splits into two parts. Call them $V_o,V_e$ for Gaussian draws and $W_o,W_e$ for signs, and let $\beta=\langle F\rangle_{\rm signs}-\langle F\rangle$. A pair returns $F_e$ at the cost of two evaluations. A mean of $n$ independent draws has MSE equal to the squared bias plus the variance over $n$, with $n=M$ or $M/2$:

$$\mathrm{MSE}_{mc}=\frac{V_o+V_e}{M},\qquad \mathrm{MSE}_{ap}=\frac{2V_e}{M},$$
$$\mathrm{MSE}_{tl}=\beta^2+\frac{W_o+W_e}{M},\qquad \mathrm{MSE}_{tl2}=\beta^2+\frac{2W_e}{M}.$$

These hold for any $F$ of finite variance. Pairing wins if and only if $V_o>V_e$ (or $W_o>W_e$), which is the condition that the covariance of $F(x)$ and $F(-x)$, equal to $V_e-V_o$, be negative. For an even $F$ the second member of a pair repeats the first and the variance doubles. Equating MSEs shows that `tl2` beats `mc` for $M<M^*_{mc}$ and `ap` for $M<M^*_{ap}$:

$$M^*_{mc}=\frac{V_o+V_e-2W_e}{\beta^2},\qquad M^*_{ap}=\frac{2(V_e-W_e)}{\beta^2}.$$

A negative numerator means that `tl2` never wins. For $\beta=0$ the comparison does not depend on $M$: a positive numerator means that `tl2` wins at every $M$, so $M^*$ is infinite.

## Closed forms for a quartic observable

Let
$$F=F_0+a_ix_i+b_{ij}x_ix_j+d_{ijk}x_ix_jx_k+c_{ijkl}x_ix_jx_kx_l ,$$
with fully symmetric tensors and repeated indices summed in this subsection and the next. The cubic term is kept because molecules have it; $d=0$ removes it.

### Gaussian draws

Define tensors $H^{(n)}$ by $e^{t\cdot x-t^2/2}=\sum_n (t^{n}\!\cdot H^{(n)})/n!$, where $t^n\cdot$ contracts every index with $t$. Multiplying the two exponential series and collecting powers of $t$ gives
$$t^2\!\cdot H^{(2)}=(t\cdot x)^2-t^2,\qquad t^3\!\cdot H^{(3)}=(t\cdot x)^3-3t^2(t\cdot x),$$
$$t^4\!\cdot H^{(4)}=(t\cdot x)^4-6t^2(t\cdot x)^2+3t^4 .$$
Every symmetric tensor is a linear combination of products $t_it_j\cdots$, so these relations extend by linearity, a factor $t^2$ becoming a trace:
$$b_{ij}x_ix_j=b\cdot H^{(2)}+b_{ii},\qquad d_{ijk}x_ix_jx_k=d\cdot H^{(3)}+3d_{ijj}x_i,$$
$$c_{ijkl}x_ix_jx_kx_l=c\cdot H^{(4)}+6c_{ijkk}x_ix_j-3c_{iijj}=c\cdot H^{(4)}+6c_{ijkk}H^{(2)}_{ij}+3c_{iijj}.$$
The last step used $x_ix_j=H^{(2)}_{ij}+\delta_{ij}$, which adds $6c_{iikk}$ to $-3c_{iijj}$. With
$$A_i=a_i+3d_{ijj},\qquad B_{ij}=b_{ij}+6c_{ijkk},$$
the observable is $F=F_0+b_{ii}+3c_{iijj}+A\cdot x+B\cdot H^{(2)}+d\cdot H^{(3)}+c\cdot H^{(4)}$.

The Gaussian average $\langle e^{v\cdot x}\rangle=e^{v^2/2}$ with $v=t+u$ gives $\langle e^{t\cdot x-t^2/2}e^{u\cdot x-u^2/2}\rangle=e^{t\cdot u}$. Matching powers, $\langle (t^n\!\cdot H^{(n)})(u^m\!\cdot H^{(m)})\rangle=\delta_{nm}\,n!\,(t\cdot u)^n$. By linearity, terms of different degree are uncorrelated, have zero mean for $n\ge1$, and a term $T\cdot H^{(n)}$ has variance $n!\,|T|^2$, where $|T|^2$ is the sum of squares of all entries. $H^{(n)}$ has parity $(-1)^n$, so
$$\langle F\rangle=F_0+b_{ii}+3c_{iijj},\qquad V_o=|A|^2+6|d|^2,\qquad V_e=2|B|^2+24|c|^2 .$$

### Sign vectors

From here all sums are written out. Because $s_i^2=1$, each monomial reduces to a product of distinct signs. A non-empty product of distinct signs averages to zero, and the product of two different such products is again non-empty, so they are orthonormal and the variance is the sum of squared coefficients. The coefficients follow from counting the orderings of each index pattern.

*Constant.* The patterns are $ii$, $iiii$ (one ordering) and $iijj$ (six orderings per unordered pair, hence three per ordered pair): $F_0+\sum_i b_{ii}+\sum_i c_{iiii}+3\sum_{i\ne j}c_{iijj}$. The Gaussian mean has $3c_{iiii}$ in place of $c_{iiii}$, because $\langle x^4\rangle=3$ and $s^4=1$. Therefore
$$\beta=-2\sum_i c_{iiii}.$$
Mixed terms $x_i^2x_j^2$ average to 1 in both cases and cause no bias.

*Coefficient of $s_i$.* The patterns $i$, $iii$ (one ordering) and $ijj$ with $j\neq i$ (three) give $a_i+d_{iii}+3\sum_{j\ne i}d_{ijj}=A_i-2d_{iii}$, since $A_i$ contains $3d_{iii}$.

*Coefficient of $s_is_j$, $i<j$.* The patterns $ij$ (two), $iiij$ and $ijjj$ (four each) and $ijkk$ with $k\ne i,j$ (twelve) give $2b_{ij}+4c_{iiij}+4c_{ijjj}+12\sum_{k\neq i,j}c_{ijkk}$. The quantity $2B_{ij}$ contains $12c_{iiij}+12c_{ijjj}$ from $k=i$ and $k=j$, so the coefficient is $2B_{ij}-8(c_{iiij}+c_{ijjj})$.

*Three and four distinct signs.* The coefficients are $3!\,d_{ijk}$ and $4!\,c_{ijkl}$.

Collecting odd and even products,
$$W_o=\sum_i(A_i-2d_{iii})^2+36\sum_{i<j<k}d_{ijk}^2,$$
$$W_e=\sum_{i<j}\big[2B_{ij}-8(c_{iiij}+c_{ijjj})\big]^2+576\sum_{i<j<k<l}c_{ijkl}^2 .$$

### Consequences

For quadratic $F$, $\beta=0$, $W_o=V_o=|a|^2$, and $W_e=4\sum_{i<j}b_{ij}^2$ against $V_e=2\sum_i b_{ii}^2+4\sum_{i<j}b_{ij}^2$. Signs remove exactly the diagonal variance $2\sum_i b_{ii}^2$, so `tl2` is never worse than `ap`, and one pair is exact if $b$ is diagonal.

With quartic terms the sign variance can exceed the Gaussian one. The function $x_1^3x_2+x_1x_2^3-6x_1x_2=(x_1^3-3x_1)x_2+x_1(x_2^3-3x_2)$ is a sum of two orthogonal terms of variance $3!\cdot1!$, so $V_e=12$; on signs it is $(1+1-6)s_1s_2$, so $W_e=16$.

Rotating degenerate modes leaves the Gaussian, and hence $V_o$ and $V_e$, unchanged, but it moves the sign points. A rotation by 45° sends them to $(\pm\sqrt2,0)$ and $(0,\pm\sqrt2)$. There $x_1x_2=0$, so $W_e$ falls from 1 to 0, and $x_1^4+x_2^4=4$ in place of 2, so against the mean 6 the bias changes from $-4$ to $-2$.

Temperature enters through the scaling: $c_{iiii}$ equals $\sigma_i^4$ times the coefficient of $q_i^4$. Cooling does not remove the bias: at $T=0$ zero-point motion leaves $\sigma_i^2=1/2\omega_i$, so $\beta$ stays nonzero unless the $c_{iiii}$ sum to zero. For $kT\gg\omega_i$, $\sigma_i^2\to kT/\omega_i^2$ and $\beta\propto T^2$, so $M^*_{mc}$ falls as $T^{-3}$ when the linear term dominates its numerator ($|a|^2\propto T$) and as $T^{-2}$ when the quadratic term does.

The numerical check tests the moments, $V$, $W$ and $\beta$ of a random five-mode quartic against exact quadrature and all 32 sign vectors, in two mode bases, and the four MSE formulas against simulation within five standard errors.

## Worked example: CO2 at RHF/6-31G and 300 K

The bond length is 2.19399 bohr. Symmetry fixes the four modes: symmetric stretch $s$, antisymmetric stretch $a$, and two bends $x,y$ with $\rho^2=x^2+y^2$. Their frequencies are $6.412$, $10.815$ and $2.990$ mHa. These values belong to this small basis: 6-31G* gives a bond length of 2.1607 bohr and frequencies of $6.918$, $11.802$ and $3.423$ mHa, 8 to 14% higher. For the bend, $\omega/2kT=2.99047/(2\times0.950043)=1.5739$, its hyperbolic cotangent is $1.0898$, and $\sigma=\sqrt{1.0898/0.00598094}=13.50$ bohr $m_e^{1/2}$.

SCF runs on a $5\times5\times4$ quadrature grid in $(s,a,\rho^2/2)$ are fitted by a quartic with the quadrature weights. This fit is a projection over the thermal cloud, and it need not pass through the undisplaced value.

### Orbital gap

The observable is the shift of the gap between the highest occupied and lowest empty in-plane orbitals from its static value 0.718411 Ha; on the grid it agrees with the HOMO-LUMO gap to the printed 0.000 mHa. The fit, in mHa, is
$$-2.0157-14.6941s+0.1485s^2-0.6002a^2-9.3933\rho^2+0.0207s^3+0.0693sa^2+0.5644s\rho^2$$
$$-0.0020s^4+0.0120a^4+0.2877\rho^4-0.0019s^2a^2-0.0180s^2\rho^2-0.0148a^2\rho^2 .$$

Since $\rho^4=x^4+y^4+2x^2y^2$ supplies two diagonal entries, $\beta=-2(-0.0020+0.0120+2\times0.2877)=-1.171$ mHa. The effective linear coefficient is the average of $\partial F/\partial s$, with $\langle\rho^2\rangle=2$: $A_s=-14.6941+3(0.0207)+0.0693+2(0.5644)=-13.434$, whose square 180.5 mHa² is the degree-one part of $V_o$. Then $W_o=(-13.434-2\times0.0207)^2=181.6$ mHa².

The gap depends only on $s$, $a^2$ and $\rho^2$. Every sign vector has $a^2=1$ and $\rho^2=2$, so the 16 vectors give two values, computed directly as $-34.2207$ mHa ($s=+1$) and $-8.0403$ mHa ($s=-1$). Each pair contains both, so $W_e=0$ at any polynomial degree. The pair mean is $-21.1305$ mHa and $W_o=(26.1804/2)^2=171.4$ mHa².

The reference average comes from interpolating the Fock and overlap matrices between the grid points, diagonalising them, and integrating on finer grids, whose outer, low-weight nodes lie beyond the SCF grid, so that the matrices are extrapolated there (plain quadrature on the SCF grid gives $-18.990$ mHa). This reproduces the two direct runs to $1.6\times10^{-5}$ mHa and gives $-18.951$ and $-18.950$ mHa on two grids. Hence
$$\langle F\rangle=-18.95\ \text{mHa}=-516\ \text{meV},\qquad \beta=-21.1305+18.9500=-2.18\ \text{mHa}=-59\ \text{meV},$$
and the bias is about 12% of the shift. These numbers are not converged in the basis. In 6-31G* the static gap is 0.770 Ha, the shift about $-620$ meV and the bias about $-76$ meV, again about 12% of the shift, with the even variance still the larger. With diffuse functions (6-31+G*) the lowest empty orbital of the linear molecule is a nondegenerate level at 0.057 Ha, below the degenerate pair at 0.095 Ha, so the observable changes character. The example illustrates the sampling errors and is not a prediction of the gap of CO2.

The quartic formula gives only 54% of this bias, although the fit residual, 0.73 mHa rms on the grid, is under 4% of the standard deviation 19.89 mHa. The rest comes from higher degrees. Projections of degree 4, 6, 8 and 12 on the fine grid give biases of $-1.24$, $-1.83$, $-2.10$ and $-2.24$ mHa, and their largest errors against the two direct values fall from 1.35 to 0.09 mHa; degree 12 slightly overshoots the direct bias. The program tests the quartic fit of the gap against the degree-4 projection, and the direct values against the degree-12 one. The roughness sits in the LUMO: interpolating the levels themselves errs by 0.69 mHa for the LUMO and 0.001 mHa for the HOMO. The next in-plane level lies only $0.23661-0.18083=0.056$ Ha above the LUMO. A conjecture consistent with this is two-level mixing by the bend. A matrix with diagonal $0,\Delta$ and coupling $g\rho$ has lower root $\tfrac{\Delta}{2}\big(1-\sqrt{1+4g^2\rho^2/\Delta^2}\big)$, whose power series in $\rho$ diverges for $\rho>\Delta/2g$.

With reference values $V_o=182.7$ and $V_e=212.9$ mHa², the even part is the larger, so `ap` loses to `mc`. At $M=2$, `mc` gives $\sqrt{395.6/2}=14.06$ mHa and `ap` gives $\sqrt{212.9}=14.59$ mHa. The root mean squared errors relative to $\langle F\rangle$, in mHa, are:

| $M$ | `mc` | `ap` | `tl` | `tl2` |
|---|---|---|---|---|
| 2 | 14.06 | 14.59 | 9.51 | 2.18 |
| 20 | 4.45 | 4.61 | 3.65 | 2.18 |

The crossovers are $M^*_{mc}=395.6/2.1805^2=83$ and $M^*_{ap}=2(212.9)/2.1805^2=90$ evaluations. The quartic values would put them at 285 and 305, more than three times too high, because $M^*$ goes as $\beta^{-2}$.

### Axial dipole

The dipole $\mu_z$ is odd in $a$, so its average and $\beta$ vanish by symmetry, and it serves to show the variances. In units of $10^{-3}\,e$ bohr the direct values at $a=+1$ are 148.8759 and 157.4068; the quartic gives 148.8791 and 157.4103. A pair $(s,a),(-s,-a)$ returns $\pm(148.8759-157.4068)/2$, so $W_e=4.2655^2=18.19$ (basis dependent: 6-31G* gives 149.8 and 155.2, hence $W_e=7.3$). In the fit, the coefficient of the sign product $sa$ collects the terms $sa$, $sa\rho^2$, $sa^3$ and $s^3a$: $-4.2389+2(-0.0107)-0.0025-0.0028=-4.2656$, in agreement. With $V_e=18.29$, `tl2` and `ap` are nearly equal (4.27 and 4.28 at $M=2$), because the even part is an off-diagonal coupling that signs cannot remove. Pairing is decisive here, since $V_o=23283$ and `mc` gives 107.9.

Unpaired `tl` is slightly worse than `mc`, 108.3 against 107.9. The cubic term explains it: $A_a=154.5506+2(-0.5278)+3(-0.2803)-0.0700=152.584$, and $A_a-2d_{aaa}=152.584+0.561=153.145$, so $W_o=23453$ exceeds $V_o$.

## Choosing the settings

1. Run a pilot with `ap`. The mean square of the half-differences estimates $V_o$ and the variance of the half-sums estimates $V_e$. Keep pairing if $V_o>V_e$. A `tl2` pilot gives $W_o$ and $W_e$ in the same way.
2. Estimate $\beta$ separately, because the scatter of a thermal-line run contains no information on it. The difference between the `tl2` mean and a Gaussian mean measures it at all degrees, with a variance equal to the sum of the two runs' variances; the `tl2` part $2W_e/M$ drops out only if $W_e=0$ or the sign vectors are enumerated. For a quartic $F$, scans of single modes suffice: the even part $e(h)=[F(h)+F(-h)]/2-F_0=b_{ii}h^2+c_{iiii}h^4$ gives $e(2)-4e(1)=12c_{iiii}$. For the CO2 gap the bias from the fitted quartic was low by about a factor of two; the single-mode scan errs the other way, giving $c_{iiii}\approx0.94$ mHa for each bend and $\beta\approx-3.8$ mHa against the direct $-2.18$ mHa. Both quartic estimates miss the direct value by nearly a factor of two, in opposite directions, so when $F$ has sizeable terms above degree four neither should be taken as $\beta$.
3. Use `tl2` if $|\beta|$ is below the target error $\epsilon$ and the budget is below both $M^*_{mc}$ and $M^*_{ap}$, provided $W_o\ge W_e$. Solving $\mathrm{MSE}_{tl2}=\epsilon^2$ gives `nconf` $=2W_e/(\epsilon^2-\beta^2)$, with a minimum of 2. If $W_e>W_o$, unpaired `tl` is cheaper than `tl2`, with `nconf` $=(W_o+W_e)/(\epsilon^2-\beta^2)$, and is the choice when $|\beta|<\epsilon$ and this count is below those of `mc` and `ap`. Otherwise use `mc` with $(V_o+V_e)/\epsilon^2$ or `ap` with $2V_e/\epsilon^2$, whichever is smaller.
4. For few modes, enumerate the $2^N$ sign vectors, reduced by symmetry, in place of drawing them. The variance terms then vanish and $\beta$ remains.
5. Record the basis chosen within degenerate subspaces, since $W$ and $\beta$ can depend on it.

All four settings estimate the average over the harmonic density. Anharmonicity of the potential changes $\langle F\rangle$ itself and is outside every error given here.

## Computed values

```
x1^3x2+x1x2^3-6x1x2: V = 12.000, W = 16.000 (dimensionless)
x1x2: V = 1.000, W = 1.000 at 0 deg, 0.000 at 45 deg
x1^4+x2^4: mean 6.000, bias -4.000 at 0, -2.000 at 45 deg
random 4-mode F, M = 8, 20000 runs; MSE of MC AP TL TL2 (dimensionless)
  formula   1.6333  1.3402  0.9210  0.4192
  simulated 1.6187  1.3420  0.9370  0.4189
  std error 0.0255  0.0388  0.0085  0.0041
CO2 RHF/6-31G: mC = 21894.7, mO = 29164.4 m_e, R(CO) = 2.19399 bohr
T = 300 K, kT = 9.50043e-04 Ha, static gap = 0.718411 Ha
static in-plane HOMO, LUMO, LUMO+1 (Ha) -0.53758  0.18083  0.23661
omega s, a, bend (Ha)    6.41196e-03  1.08149e-02  2.99047e-03
omega s, a, bend (cm^-1) 1407.3  2373.6  656.3
sigma s, a, bend (bohr m_e^1/2) 8.8409  6.7995  13.4983
max |in-plane gap - HOMO-LUMO gap| on grid = 0.000 mHa
LUMO+1 minus LUMO on grid: 0.0511 to 0.2408 Ha
interpolation error at line points (mHa): HOMO 0.0012, LUMO 0.6883, gap via Fock 1.6e-05
mean gap shift (mHa): 5x5x4 SCF -18.9903, Fock 9x9x10 -18.9511, 13x13x16 -18.9500
gap standard deviation 19.8906 mHa; projections of degree (4, 6, 8, 12):
  max error at line points (mHa) 1.3474  0.5639  0.1662  0.0857
  thermal-line bias (mHa)        -1.2394  -1.8331  -2.1001  -2.2439
== gap minus static gap, unit mHa; coefficient labels ijk mean s^i a^j (rho^2)^k
 deg 1 100:-14.6941
 deg 2 001:-9.3933 020:-0.6002 200:0.1485
 deg 3 101:0.5644 120:0.0693 300:0.0207
 deg 4 002:0.2877 021:-0.0148 040:0.0120 201:-0.0180 220:-0.0019 400:-0.0020
 constant -2.0157, fit residual rms 0.7270
 V by degree 1-4 (unit^2) 180.4698  203.6921  1.2866  5.3045
 W by degree 1-4 (unit^2) 181.5823  0.0000  0.0000  0.0000
 order:    mean Vo Ve bias Wo We (unit or unit^2)
 formula   -18.9903  181.7564  208.9966  -1.1707  181.5823  0.0000
 reference -18.9500  182.7067  212.9308  -2.1805  171.3539  0.0000
 line points s=+1,-1 (a=+1): SCF -34.2207 -8.0403, quartic -33.6362 -6.6857
 RMSE M=2 MC AP TL TL2 (reference values): 14.0648  14.5921  9.5095  2.1805
 RMSE M=20 MC AP TL TL2 (reference values): 4.4477  4.6144  3.6500  2.1805
 bias: quartic formula -1.1707, reference -2.1805 mHa
 mean shift -515.66 meV, reference bias -59.33 meV
 M* (quartic): TL2 vs MC 285.1, TL2 vs AP 305.0 evaluations
 M* (reference): TL2 vs MC 83.2, TL2 vs AP 89.6 evaluations
== axial dipole, unit 1e-3 e bohr; coefficient labels ijk mean s^i a^j (rho^2)^k
 deg 1 010:154.5506
 deg 2 110:-4.2389
 deg 3 011:-0.5278 030:-0.2803 210:-0.0700
 deg 4 111:-0.0107 130:-0.0025 310:-0.0028
 constant 0.0000, fit residual rms 0.0051
 V by degree 1-4 (unit^2) 23281.8881  18.2847  1.5956  0.0005
 W by degree 1-4 (unit^2) 23453.3049  18.1955  0.0000  0.0000
 order:    mean Vo Ve bias Wo We (unit or unit^2)
 formula   0.0000  23283.4837  18.2852  -0.0000  23453.3049  18.1955
 reference 0.0000  23283.4837  18.2852  -0.0000  23452.2783  18.1941
 line points s=+1,-1 (a=+1): SCF 148.8759 157.4068, quartic 148.8791 157.4103
 RMSE M=2 MC AP TL TL2 (reference values): 107.9393  4.2761  108.3293  4.2654
 RMSE M=20 MC AP TL TL2 (reference values): 34.1334  1.3522  34.2567  1.3489
```
